# Active area of a square power die with a fixed termination border

## The area that enters the resistance

To turn a specific on-resistance, in mΩ cm², into the resistance of a die, one must choose an area to divide by. The sawn die area is easy to measure, but the current enters through the smaller active area inside the edge termination. If the termination is 100 µm wide on every side and the current flows straight down, using the full area makes the resistance too small by a factor 0.87 for a die of side 3 mm, and by a factor 0.64 for a die of side 1 mm. The first error may pass in a rough sizing; the second can change the choice of die.

Let \(L\) be the side of the square die and \(w\) the width of the border, measured from the edge of the active region to the sawn edge. The border is uniform and the active region has square corners. Each side of the active square is shortened at both ends, so that

\[
a=L-2w,\qquad f=\frac{a^2}{L^2}=\left(1-\frac{2w}{L}\right)^2,\qquad L>2w .
\]

Here \(a\) is the active side and \(f\) the active fraction. For \(w=0.1\) mm,

\[
f(3\ \text{mm})=\left(\frac{2.8}{3}\right)^2=0.871,\qquad
f(1\ \text{mm})=\left(\frac{0.8}{1}\right)^2=0.640 .
\]

In this comparison \(w\) is held fixed while \(L\) changes. Both dies are meant to block the same voltage with the same termination; the larger one carries more current.

## Large dies: leading loss and first correction

The small parameter is \(\epsilon=w/L\). Expanding the square gives

\[
f=1-4\epsilon+4\epsilon^2 .
\]

As \(\epsilon\to0\) the fraction tends to one. The leading loss, \(4\epsilon\), is the area of four strips of length \(L\) and width \(w\), divided by \(L^2\). Neighbouring strips overlap in a corner square of area \(w^2\), so the linear term removes each corner twice. The correction \(4\epsilon^2\) puts the four squares back, and the series ends there.

For 3 mm, \(\epsilon=1/30\): the linear estimate is 86.7 percent and the correction adds 0.4 percentage points. For 1 mm, \(\epsilon=1/10\): the linear estimate is 60 percent and the correction adds 4 points. To keep the absolute error of the linear estimate below a chosen \(\tau\), we need \(4w^2/L^2<\tau\), or \(L>2w/\sqrt{\tau}\). With \(\tau=0.01\) this means \(L>20w=2\) mm.

The resistance contains \(1/f\), whose correction is larger. Squaring the geometric series \(1/(1-x)=1+x+x^2+\dots\) gives \(1/(1-x)^2=1+2x+3x^2+\dots\). With \(x=2\epsilon\),

\[
\frac1f=1+4\epsilon+12\epsilon^2+O(\epsilon^3).
\]

At \(\epsilon=1/10\) the terms shown add up to 1.52, while \(1/0.64=1.56\). An expansion that is complete at second order for the area is therefore still incomplete for the resistance.

A small change \(\Delta w\) of the border changes the fraction by

\[
\Delta f\approx\frac{df}{dw}\,\Delta w=-\frac4L\left(1-\frac{2w}{L}\right)\Delta w .
\]

Widening the border from 100 to 110 µm lowers \(f\) from 87.1 to 85.9 percent on the 3 mm die, and from 64.0 to 60.8 percent on the 1 mm die.

## The side needed for a given fraction

Since \(L>2w\), the positive square root applies: \(\sqrt f=1-2w/L\). Hence

\[
L=\frac{2w}{1-\sqrt f}.
\]

An active fraction of 80 percent needs \(L=1.89\) mm, and 90 percent needs 3.90 mm. To see why the last few percent are costly, write \(f=1-\eta\) with small lost fraction \(\eta\). Then

\[
1-\sqrt{1-\eta}=\frac{\eta}{2}+\frac{\eta^2}{8}+\dots
=\frac{\eta}{2}\left(1+\frac{\eta}{4}+\dots\right),
\]

and therefore

\[
L=\frac{4w}{\eta}\left(1-\frac{\eta}{4}+\dots\right)=\frac{4w}{\eta}-w+O(w\eta).
\]

Halving the lost fraction roughly doubles the side. The first correction shortens the side by one border width: for \(\eta=0.1\), \(4.0-0.1=3.9\) mm.

## The opposite limit: a die that is nearly all border

When \(a\ll2w\), \(\epsilon\) is close to \(1/2\) and the large-die picture is of no use. We put \(L=2w+a\) and expand in \(a/2w\):

\[
f=\frac{a^2}{(2w+a)^2}
=\left(\frac{a}{2w}\right)^2\left(1+\frac{a}{2w}\right)^{-2}
\approx\left(\frac{a}{2w}\right)^2\left(1-\frac{a}{w}\right).
\]

The last step uses \((1+u)^{-2}\approx1-2u\). The fraction vanishes quadratically, because both active dimensions shrink together while the die keeps a side near \(2w\). Real corners are rounded, with some radius \(r\), and the square-corner form needs \(a\gg2r\) as well as \(a\ll2w\). When \(r\) is of the order of \(w\), as for the device values used below, no such range exists. An active region rounded into a disc of diameter \(a\) still gives a fraction that vanishes quadratically, but smaller by the factor \(\pi/4\).

## Why the border does not shrink with the die

The field at the junction is set by voltage, doping and shape, not by the die side. Take a one-sided junction whose lightly doped side has donor density \(N\) and permittivity \(\varepsilon\), and neglect the built-in voltage beside the applied \(V\). Let \(E\) be the field magnitude and \(x\) the depth. In the depleted layer \(dE/dx=-qN/\varepsilon\), with \(E=0\) at its end \(x=W\). Integrating twice,

\[
E(x)=\frac{qN}{\varepsilon}(W-x),\qquad
V=\int_0^W E\,dx=\frac{qNW^2}{2\varepsilon}.
\]

Thus \(W=\sqrt{2\varepsilon V/qN}\), and the peak field is \(E(0)=qNW/\varepsilon=2V/W\).

For \(V=1200\) V, relative permittivity 10 and \(N=10^{16}\) cm⁻³, this gives \(W=11.5\) µm and a peak field of 2.08 MV/cm. The depleted layer fits within a drift layer that extends 12 µm below the junction, and the field is below a rough critical value of 2.5 MV/cm.

Where an implanted or diffused p–n junction ends, it curves up to the surface. A flat Schottky contact has no such curve, but its bare metal edge also crowds the field, and a p-type ring is often placed there. Model the edge of a p–n junction as part of a cylinder of radius \(r_j\), with depletion reaching radius \(R\). Poisson's equation becomes

\[
\frac1r\frac{d(rE)}{dr}=-\frac{qN}{\varepsilon},\qquad
E(r)=\frac{qN}{2\varepsilon}\,\frac{R^2-r^2}{r},
\]

where \(E(R)=0\) fixed the constant. Integrating from \(r_j\) to \(R\),

\[
V=\frac{qN}{2\varepsilon}\left[R^2\ln\frac{R}{r_j}-\frac{R^2-r_j^2}{2}\right].
\]

For \(r_j=1\) µm, solving this equation numerically for \(R\) gives 8.86 µm. The flat-junction result supplies \(qN/2\varepsilon=V/W^2\approx9.05\) V/µm² (with \(W\) unrounded), so

\[
E(r_j)\approx9.05\times\frac{8.86^2-1^2}{1}\approx 7.0\times10^2\ \text{V/µm}=7.0\ \text{MV/cm}.
\]

This is a formal field, more than three times the flat value. The cylinder ignores the flat part of the junction beside the edge; solving Poisson's equation in two dimensions with that part included, and no field crossing the surface, lowers the peak to about 6.4 MV/cm. In this model a bare edge would break down before 1200 V was reached. A termination spreads the potential sideways to lower this peak. The calculation shows the need for one but does not derive its width: 100 µm is an input, equal to 8.7 flat depletion widths.

## What the fraction does to resistance

Let the drift layer have thickness \(d=12\) µm and electron mobility \(\mu=900\) cm²/Vs. With all donors ionized its conductivity is \(q\mu N\), and its resistance times area is

\[
r_d=\frac{d}{q\mu N}=0.83\ \text{mΩ cm}^2 .
\]

If the current flows straight down below the active area, the drift resistance is \(r_d/a^2\):

\[
\frac{0.83}{0.0784}=10.6\ \text{mΩ}\quad(3\ \text{mm}),\qquad
\frac{0.83}{0.0064}=130\ \text{mΩ}\quad(1\ \text{mm}).
\]

The die areas differ by a factor 9, these drift resistances by \(7.84/0.64=12.25\). Nine 1 mm dies have the same total area as one 3 mm die, but their active area is \(9\times0.64=5.76\) mm² against 7.84 mm², a ratio of 0.735. This compares area alone; yield and heat removal may still favour small dies.

## Current spreading: a correction of the other sign

Current can spread sideways under the border, which makes the contact act as if it were larger. Near one long edge, take a slab \(0<y<d\) with its floor at potential zero. The top is a contact at potential \(V_0\) for \(x<0\) and insulating for \(x>0\). Assume first a uniform, isotropic conductivity \(\sigma\).

With \(z=x+iy\), the map \(t=e^{\pi z/d}\) takes the slab to the upper half-plane. The floor becomes \(t>0\), the contact \(-1<t<0\), and the insulating surface \(t<-1\). Next, \(s=\sqrt{t+1}\) takes the half-plane to a quadrant: the contact becomes \(0<s<1\), the floor \(s>1\), and the insulating surface the positive imaginary axis. The potential

\[
\phi=\frac{V_0}{\pi}\left[\arg(s-1)-\arg(s+1)\right]
\]

equals \(V_0\) on the contact and zero on the floor. It is symmetric about the imaginary axis, so no current crosses that axis. Its conjugate function is, up to sign, \(\psi=(V_0/\pi)\ln|(s-1)/(s+1)|\). By the Cauchy–Riemann relations, the current between two boundary points, per unit length of edge, is \(\sigma|\Delta\psi|\).

At the contact edge \(s=0\) and \(\psi=0\). At a distance \(X\gg d\) inside the contact,

\[
s=\sqrt{1-e^{-\pi X/d}}\approx1-\tfrac12e^{-\pi X/d},\qquad
\ln\frac{1-s}{1+s}\approx-\frac{\pi X}{d}-2\ln2 .
\]

The current is therefore

\[
I=\sigma V_0\left(\frac Xd+\frac{2\ln2}{\pi}\right)
=\frac{\sigma V_0}{d}\,(X+\delta_0),\qquad
\delta_0=\frac{2\ln2}{\pi}\,d=0.441\,d .
\]

If the lateral and vertical conductivities differ, the substitution \(x=x'\sqrt{\sigma_x/\sigma_y}\) restores Laplace's equation. Scaling lengths back gives \(\delta=\delta_0\sqrt{\sigma_x/\sigma_y}\). A rough ratio of 0.83 gives \(\delta=4.8\) µm.

The effective side is \(a+2\delta\), so the conductance grows by the factor \((1+2\delta/a)^2\approx1+4\delta/a\). The gain is 0.7 percent for the large die and 2.4 percent for the small one. This estimate needs \(d\ll a\) and \(d\ll w\). It treats the floor of the drift layer as an equipotential, although the substrate below has some resistance, and it neglects the special flow at the corners. It also leaves the whole drift thickness beside the contact open to lateral flow. A p-type termination region blocks the top of that path; if it is 1 µm deep and carries no current, the gain is smaller by about a quarter. The depletion layer around that region narrows the path and reduces the gain further.

The substrate below is thicker, and here a bound is enough. Let its resistance times area be \(r_s\). For a total current \(I\) and vertical current density \(J_z\), the Cauchy–Schwarz inequality at each depth gives

\[
I^2=\left(\int J_z\,dA\right)^2\le L^2\int J_z^2\,dA .
\]

Dissipation is thus least for uniform flow through the whole die, and the substrate resistance cannot fall below \(r_s/L^2\). Flow confined below the active area gives \(r_s/a^2\). Relative to the total resistance \((r_d+r_s)/a^2\) of confined flow, the saving is at most

\[
\frac{r_s/a^2-r_s/L^2}{(r_d+r_s)/a^2}=\frac{r_s(1-f)}{r_d+r_s}.
\]

A substrate 100 µm thick with resistivity 0.02 Ω cm has \(r_s=0.20\) mΩ cm². The ceiling is then 2.5 percent for the 3 mm die and 7.0 percent for the 1 mm die.

## Beside a real device

The electrical parameters are rough typical values for a 1200 V 4H-SiC Schottky diode, and a border of order 100 µm is plausible for that class; the width depends on the termination design. Real active regions have rounded corners. A corner of radius \(r\) replaces a square of area \(r^2\) by a quarter disc of area \(\pi r^2/4\), so four corners lose \((4-\pi)r^2\). For \(r=100\) µm the fractions become 87.0 and 63.1 percent. If p-type regions are placed inside the active area to shield the metal contact, they reduce the conducting area further, by an amount that depends on the layout and is not included here.

Two other uses of area need separate accounts. If a street of width \(s_w=80\) µm is left between dies and sawing removes all of it, each die occupies \((L+s_w)^2\) of the wafer. The active share of that area is 82.6 percent for 3 mm and 54.9 percent for 1 mm, before losses at the wafer rim. In a transistor, a square gate pad of side 250 µm placed within the active square takes 0.8 percent of the large active area but 9.8 percent of the small one. A diode has no gate pad.

Heating changes the resistance much more than it changes the geometry. If mobility falls as \(T^{-2.4}\), a rough law, and the electron density stays fixed, the drift resistance grows by a factor 2.28 between 300 and 423 K. Donors that are not fully ionized at 300 K make the growth somewhat smaller. At equal temperature the factor is the same for both dies, so it cancels from the ratio of their drift resistances and leaves \(f\) unchanged.
